Mott–Schottky Capacitance with Carrier Tails and the kT/e Intercept Shift

**1. What scaling fixes**

A rectifying metal contact on an n-type semiconductor repels electrons from the interface and leaves positive donors behind. We want the capacitance per unit area, C, as a function of the band bending. Atomic units are used in the algebra: e = ħ = m = 1 and 4πε₀ = 1. A voltage and the corresponding one-electron energy then have the same numerical value. T stands for the thermal energy kT.

Let w(x) be the upward shift of the electron's potential energy relative to the bulk, N the donor density and ε the relative permittivity. With Boltzmann electrons, n = N exp(−w/T), Poisson's equation is

w″ = (4πN/ε)(1 − e^(−w/T)).

Measure energy in T, u = w/T, and length in the Debye length L_D, x = L_D s, where

L_D² = εT/(4πN).

The equation becomes d²u/ds² = 1 − e^(−u), with no parameter left. The capacitance must therefore have the form

C = (ε/4πL_D) c(u_s), or 1/C² = (4πT/εN) / c(u_s)²,

where u_s is the bending at the contact in units of T. If 1/c² approaches a straight line at large u_s, its zero lies at a pure number of u_s. Any shift of the intercept is then that number times kT, whatever the doping or permittivity. The calculation must supply the number, which turns out to be one.

**2. The model and its signs**

The metal is at x = 0 and the semiconductor fills x > 0. The donors are uniform and fully ionized; holes, traps and interface charge are absent. Far inside, w = 0 and w′ = 0.

The electrostatic potential is φ = −w, because the electron has charge −1. Poisson's equation φ″ = −4πρ/ε, with ρ = N − n, gives w″ = +4πρ/ε, as used above.

The band bending at the contact is

w_s = V_bi + V_R,

where V_R > 0 is reverse bias and V_bi is the bending at equilibrium. The built-in voltage is not the barrier φ_B. The barrier is measured from the Fermi level to the conduction-band edge at the metal. In the bulk that edge already lies ξ above the Fermi level, so V_bi = φ_B − ξ. For a non-degenerate band n = N_c e^(−ξ/T), and n = N in the bulk, hence

ξ = T ln(N_c/N).

The Boltzmann law in w requires a flat electron quasi-Fermi level from the bulk through the depletion edge. Under reverse bias it may fail close to the metal, but the electron density there is negligible beside N. The part of the tail that matters is at the edge.

**3. Field, charge and capacitance**

Multiply Poisson's equation by w′. The left side is the derivative of w′²/2, and the right side is the derivative of (4πN/ε)(w + T e^(−w/T)). Integrate from x to the bulk:

0 − w′²/2 = (4πN/ε)[T − w − T e^(−w/T)].

The lone T is the bulk value of T e^(−w/T). It is the origin of the shift. Changing signs and setting x = 0, with F_s = |w′(0)|,

F_s² = (8πN/ε)[w_s − T + T e^(−w_s/T)].

The semiconductor's charge per area is

Q = ∫ρ dx = (ε/4π)∫w″ dx = (ε/4π)[0 − w′(0)] = εF_s/4π,

since w falls away from the metal and w′(0) = −F_s. Squaring,

Q² = (εN/2π)[w_s − T + T e^(−w_s/T)].

For a signal slow enough that the electrons follow it, C = dQ/dV_R = dQ/dw_s. Differentiating the last equation gives

2Q C = (εN/2π)[1 − e^(−w_s/T)],

C = (εN/4πQ)[1 − e^(−w_s/T)].

Square, invert, and insert Q²:

1/C² = (8π/εN) [w_s − T + T e^(−w_s/T)] / [1 − e^(−w_s/T)]².  (A)

This is the capacitance relation with the mobile carriers retained, within the stated model. A finite-difference solution of Poisson's equation, with the charge found by integration and C by differencing, was compared with (A) at bendings of 1, 2, 4, 8, 19.13 and 100 kT. The capacitances agreed to within 3 parts in 10⁴.

**4. Two limits**

*Large bending.* Put q = e^(−u), with u = w_s/T. Because (1 − q)⁻² = 1 + 2q + O(q²), the bracket ratio in (A), divided by T, is

(u − 1 + q)(1 + 2q + …) = u − 1 + q + 2q(u − 1) + … = u − 1 + (2u − 1)q + ….

The correction to the line is exponentially small. At u = 6 it is 11e^(−6) ≈ 0.027, and the numerical solution of Poisson's equation gives 0.0274. Dropping it,

1/C² = (8π/εN)(V_bi + V_R − T).  (B)

The line reaches zero at V_R = −(V_bi − T), that is, at the forward bias

V₀ = V_bi − kT/e,

with e restored. In ordinary units (B) reads 1/C² = 2(V_bi + V_R − kT/e)/(e ε ε₀ N), because 1/4π in the atomic-unit Gauss law becomes ε₀.

*Flat band.* For small u, e^(−u) = 1 − u + u²/2 − …. The numerator of the ratio tends to Tu²/2 and the denominator to u², so the ratio tends to T/2. Then

1/C² = 4πT/(εN) = (4πL_D/ε)², C = ε/(4πL_D).

The capacitance stays finite at flat band. The zero of line (B) is an extrapolation, not a bias at which the capacitance given by (A) diverges: there w_s = T, and the numerator of (A) is still T/e¹. Flat band also lies at forward bias V_bi, where a real contact may carry enough current to spoil the flat quasi-Fermi level. This limit shows the structure of the electrostatic formula; it does not promise a measurable plateau.

**5. Why the shift is kT: the dipole of the edge**

The bending is fixed by the first moment of the charge. Integrating by parts,

∫₀^∞ x w″ dx = [x w′]₀^∞ − ∫₀^∞ w′ dx = 0 + w_s,

so w_s = (4π/ε)∫xρ dx. The boundary term vanishes because w′ decays exponentially in the bulk.

Compare the true charge with a sharp-edged layer of density N and the same Q. Its width is W = Q/N, and its bending is

(4π/ε)(N W²/2) = 2πQ²/(εN) = w_s − T + T e^(−w_s/T).

The true distribution therefore has extra bending T(1 − e^(−w_s/T)), which tends to T.

The sign can be seen without solving anything. Electrons that leak inside W reduce the charge there below N. Since Q is the same, an equal charge must appear beyond W. Smearing thus moves positive charge away from the metal and increases its moment. At given total bending, one kT is spent on this edge dipole, and the remainder w_s − T sets the equivalent width:

W = L_D √[2(u − 1)] for large u.

In the same limit the capacitance is ε/(4πW). It is a parallel-plate capacitance, but W is not the width that a sharp-edge model would assign to the full bending w_s.

**6. The same shift as a pressure**

Force balance shows how far the result carries over to other electron gases. In local equilibrium the pressure gradient balances the force on the electrons, p′ = −n w′. Using Poisson's equation,

(d/dx)(εw′²/8π) = (ε/4π)w′w″ = (N − n)w′ = N w′ + p′.

Integration from the contact to the bulk gives

−εF_s²/8π = −N w_s + p_bulk − p_surface,

εF_s²/8π = N w_s − (p_bulk − p_surface).

In strong depletion p_surface and the surface electron density vanish. Since Q = εF_s/4π,

Q² = (εN/2π)(w_s − p_bulk/N).

Differentiation gives C = εN/(4πQ), and therefore

1/C² = (8π/εN)(V_bi + V_R − p_bulk/N).

The shift is the bulk pressure per electron. For a classical gas p = NT, and the shift is kT. For an ideal degenerate gas it is larger. With the bulk Fermi level 3 kT above the edge of a parabolic band, the Poisson solution gives a shift of 1.736 kT, and the pressure integral gives the same 1.736 kT. The value kT/e thus belongs to a metal contact on a non-degenerate semiconductor. It should not be carried over to a p–n junction, where both sides have a carrier tail: with equal doping the shift there is 2kT/e.

This argument treats the electron gas locally. It omits quantum reflection and the finite wavelength of the carriers. The pressure integral also leaves out interactions between the electrons. In silicon with the Fermi level 3 kT above the band edge, exchange alone, estimated to first order, would lower the shift by about 0.4 kT, so 1.736 kT is the ideal-gas value and not a prediction for that material. That Fermi level also means about 1.3 × 10²⁰ donors per cm³, where the tunnelling energy E₀₀ of section 9 is near 0.14 eV, some 5 kT; such a contact conducts mainly by tunnelling.

**7. A thin insulating layer**

Suppose a layer of thickness d and permittivity ε_i, free of charge, separates the metal from the semiconductor. The field in it is 4πQ/ε_i, so its voltage drop is RQ, with R = 4πd/ε_i. Let V_bi now denote the total equilibrium drop:

V_bi + V_R = w_s + RQ.

Differentiating with respect to Q gives 1/C = 1/C_s + R, where C_s is the semiconductor's capacitance. At large bending 1/C_s = 4πQ/(εN), hence

1/C² = 16π²Q²/(εN)² + 8πRQ/(εN) + R².

The first term equals (8π/εN)(w_s − T). Combining it with the second and using the total drop,

1/C² = (8π/εN)(V_bi + V_R − T) + R².

The slope is unchanged. The forward intercept rises by

εNR²/8π = (2πN/ε)(εd/ε_i)² = (T/2)(εd/ε_iL_D)².

**8. Example: tungsten on n-type silicon**

Take rough typical values: a barrier of 0.70 eV, ε = 12, N = 10¹⁶ cm⁻³ and a temperature of 300 K, on a (100) surface. Silicon's six conduction valleys have masses of roughly 0.98 along and 0.19 across the valley axis, in electron masses. They enter through

N_c = 12 (m_d T/2π)^(3/2), m_d = (0.98 × 0.19²)^(1/3),

which gives 2.83 × 10¹⁹ cm⁻³. The factor 12 counts six valleys and two spins. With kT = 0.02585 eV,

ξ = 0.02585 × ln(2.832 × 10¹⁹/10¹⁶) = 0.2055 eV,

V_bi = 0.7000 − 0.2055 = 0.4945 V.

The extra digits are kept to resolve the shift; they do not claim that accuracy for a real contact.

At zero bias u = 19.13. With L_D = 41.4 nm, the equivalent edge is at

W = 41.4 × √(2 × 18.13) ≈ 249 nm.

About 9.05 % of the charge lies beyond it. That amount is equivalent to 0.0905 × 249.3 ≈ 22.6 nm of fully depleted donors. An extra bending of T needs an extra moment NL_D², so the mean distance over which this charge has been displaced is 41.4²/22.6 ≈ 76 nm. The tail is a modest part of the charge, but it acts over nearly two Debye lengths.

The numerical Poisson solution gives C = 42.6 nF/cm² at zero bias and 12.5 nF/cm² at 5 V reverse bias. The corresponding 1/C² values are 5.506 × 10¹⁴ and 6.425 × 10¹⁵ cm⁴/F². The slope is

(64.250 − 5.506) × 10¹⁴/5 = 1.175 × 10¹⁵ cm⁴/(F² V).

A line through six biases from 0 to 5 V has its forward intercept at 0.4687 V. This is 0.0259 V below V_bi, as (B) requires. The slope returns N = 1.000 × 10¹⁶ cm⁻³, and the barrier follows from

φ_B = 0.4687 + 0.0259 + 0.2055 ≈ 0.700 eV.

Leaving out the shift would give 0.674 eV. Thermionic emission varies as exp(−φ_B/kT), so at a fixed prefactor an error of one kT in the barrier changes the predicted current by a factor e¹ ≈ 2.7.

For comparison, the flat-band limit is 257 nF/cm², about six times the zero-bias value.

**9. The model beside a real contact**

The parameters are in the ordinary range for a moderately doped silicon diode, but the barrier of a real contact depends on its preparation. The intercept is sensitive to the assumption of uniform doping. Let the donor density rise with depth by 1 % over 1000 nm, with the bias range held fixed and V_bi defined by the donor density at the contact, also held fixed. The fitted intercept then rises by 0.0041 V, about 16 % of the kT shift. If the effect stays proportional to the gradient, a rise of some 6 % would match the whole shift. The sign follows from the geometry: growing doping makes W² bend downward as bias increases, so a straight fit has a larger forward intercept. Traps and lateral barrier variations can also alter the line; they are not sized here.

A clean oxide moves the intercept much less at this doping. For d = 1 nm and ε_i = 4, the result of section 7 gives

(0.02585/2) × (3/41.4)² ≈ 7 × 10⁻⁵ V.

This is the shift at fixed total drop. The oxide itself takes RQ ≈ 0.011 V of that drop at zero bias, about 0.4 kT, and 0.038 V at 5 V. The recipe of section 8 then returns the total drop plus ξ, which exceeds the barrier at the silicon surface by RQ. Charge stored at the oxide's interfaces is outside this estimate.

Other neglected effects include the following.

*Discrete charges.* Poisson's equation is used here with smooth densities, yet a cube one Debye length wide holds only about 0.7 donors. The Debye–Hückel energy of an electron, 1/(2εL_D) in atomic units, is about 0.0015 eV, or 6 % of kT. This suggests that the shift in a real semiconductor may differ from kT by a few per cent; the digits quoted above belong to the smooth-density model.

*Image force.* Near the metal, the electron energy relative to the barrier is −1/(4εx) − F_s x. Its maximum is at x = 1/(2√(εF_s)), where each term equals −½√(F_s/ε). The lowering is therefore √(F_s/ε): 0.021 eV at zero bias and 0.039 eV at 5 V. This is comparable with kT. It lowers the barrier for emission but does not enter the Poisson bending used here. A barrier inferred from current can therefore differ from the capacitance value even in this ideal contact.

*Breakdown and tunnelling.* The peak field at 5 V is 0.128 MV/cm, below a rough breakdown field of 0.3 MV/cm. For a parabolic barrier, the semiclassical transmission at the bulk band edge is exp(−w_s/E₀₀), with E₀₀ = ½√(4πN/mε). The light mass 0.19 gives E₀₀ = 0.0012 eV, far below kT, so at zero bias this transmission is much smaller than the Boltzmann factor exp(−w_s/kT).

*Carrier statistics.* Degeneracy changes the shift by about 2 × 10⁻⁶ eV. With a donor level 0.045 eV deep, 0.40 % of the bulk donors are neutral, which lowers V_bi by 1.0 × 10⁻⁴ V. At zero bias the hole density at the contact is about 2 × 10⁻⁴ of N.

*Current and frequency.* At 5 V the estimated emission current is 1.8 × 10⁻⁴ A/cm², including image-force lowering but no quantum correction to the transmission. Semiclassically, tunnelling just below the barrier top would add some 50 to 70 %, and reflection just above the rounded top cuts the net gain to roughly 30 %. Reflection at the metal itself, which depends on the metal's band structure, can lower the current further, so the figure is good to about a factor of two. For a mobility of 1300 cm²/Vs, the quasi-Fermi level changes by about 10⁻⁷ eV between the near-bulk region and the point where n = N/1000. The flat-level assumption is therefore sound at the edge. The dielectric relaxation time is 0.51 ps, so free electrons follow a megahertz signal easily; slow traps need not.

*Temperature.* At 400 K, with the barrier held at 0.70 eV, V_bi falls to 0.411 V and the intercept to 0.377 V. Their separation grows to 0.034 V, in proportion to temperature within the hole-free model. At 400 K, however, the hole density at the contact reaches some 2 to 5 % of N, depending on the gap and valence-band density assumed; holes in equilibrium with the metal would reduce the separation by the same fraction and raise the intercept by up to about 0.002 V. Any change of the barrier itself with temperature would shift both voltages by that same change.

The numerical output below gives the remaining capacitances and intermediate values.

Calculated quantities

```
Inputs: barrier 0.70 eV, permittivity 12.0
Donors 1.0e+16 cm^-3, temperature 300 K
Masses: long 0.98, transverse 0.19 m_e
Number of valleys: 6
Mobility 1300 cm2/Vs, donor depth 0.045 eV
Gap 1.12 eV, valence-band density 2.0e+19 cm^-3
Thermal energy kT: 0.02585 eV
Conduction-band density: 2.832e+19 cm^-3
Bulk band edge above Fermi level: 0.2055 eV
Built-in voltage: 0.4945 V
Built-in bending over kT: 19.13
Debye length: 41.41 nm
Equivalent sharp edge at 0 V: 249.3 nm
Charge beyond that edge: 9.05 % of total
Extra edge dipole, as bending: 0.02585 eV
Reverse 0 V: C 42.616 nF/cm2, 1/C^2 5.5061e+14 cm4/F2
Reverse 1 V: C 24.074 nF/cm2, 1/C^2 1.7255e+15 cm4/F2
Reverse 2 V: C 18.568 nF/cm2, 1/C^2 2.9004e+15 cm4/F2
Reverse 3 V: C 15.665 nF/cm2, 1/C^2 4.0752e+15 cm4/F2
Reverse 4 V: C 13.801 nF/cm2, 1/C^2 5.2501e+15 cm4/F2
Reverse 5 V: C 12.476 nF/cm2, 1/C^2 6.4250e+15 cm4/F2
Fitted slope: 1.1749e+15 cm4/(F2 V)
Fitted forward intercept: 0.4687 V
Built-in voltage minus intercept: 0.02585 V
Donors from slope: 1.0000e+16 cm^-3
Barrier from intercept: 0.7000 eV
Barrier if kT is omitted: 0.6741 eV
Flat-band C: 256.63 nF/cm2
Line correction at bending 6 kT: 0.0274 kT
Degenerate test, Fermi level 3 kT above band edge:
  shift from Poisson solution: 1.7356 kT
  pressure per electron: 1.7356 kT
Peak field at 0 V: 0.0376 MV/cm
Peak field at 5 V: 0.1284 MV/cm
Rough breakdown field (input): 0.3 MV/cm
Image-force lowering at 0 V: 0.0212 eV
Image-force lowering at 5 V: 0.0393 eV
Tunnelling energy E00: 0.00123 eV
Degeneracy change of the shift: 1.61e-06 eV
Neutral donors in bulk: 0.40 %
Their change of built-in: -1.03e-04 V
Holes at contact over donors, 0 V: 1.76e-04
Emission current at 5 V: 1.81e-04 A/cm2
Quasi-Fermi drop to n = N/1000: 1.19e-07 eV
Dielectric relaxation time: 0.510 ps
Oxide input: 1.0 nm, permittivity 4.0
Oxide change of intercept: 6.79e-05 V
Intercept change, donors +1 % per 1000 nm: 0.00405 V
At 400 K: built-in 0.4111 V
At 400 K: intercept 0.3767 V
```
